\section*{Josephson Critical Current Through a Weak Spin-Filter Barrier}

\section{The decision that depends on the result}

The critical current of a tunnel junction can be estimated from its normal resistance: compute the product $I_cR_N$ from the gap and the temperature, then divide by $R_N$. If the barrier transmits one spin better than the other, one must decide whether that product may still be used. Under the assumptions listed below, it must be multiplied by $\sqrt{1-P^2}$, where $P$ is the spin polarization of the normal conductance. At $P=0.8$ the factor is $0.6$, so the uncorrected estimate is too large by two thirds of the true value.

The comparison is made at fixed normal conductance $G_N=1/R_N$, fixed temperature and fixed gap. The result is of lowest order in the transmission. It assumes mean-field singlet superconductors without exchange splitting, the same polarization in every channel, and equal reflection phases for the two spins. The last two assumptions are relaxed in later sections.

\section{Model and conventions}

Let $c_{ks}$ and $d_{ps}$ annihilate electrons of spin $s=\uparrow,\downarrow$ in the left and right electrodes. The barrier conserves spin along one fixed axis:
\begin{equation}
H_T=\sum_{kps}t_s w_{kp}\,c^\dagger_{ks}d_{ps}+\text{h.c.}
\end{equation}
The numbers $t_s$ are real and carry the spin filtering. The orbital part obeys $w_{-k,-p}=w_{kp}^*$, as for a barrier whose orbital motion is time-reversal symmetric. Since $t_s$ does not depend on $k$ and $p$, every channel has the same polarization; this is relaxed below.

A singlet pair joins $k\uparrow$ to $-k\downarrow$, so we use $\Psi_k=(c_{k\uparrow},c^\dagger_{-k\downarrow})^T$ and $\Phi_p=(d_{p\uparrow},d^\dagger_{-p\downarrow})^T$. Relabelling $k,p\to-k,-p$ in the spin-down term and exchanging two fermion operators gives
\begin{equation}
t_\downarrow w_{kp}^*c^\dagger_{-k\downarrow}d_{-p\downarrow}
=-t_\downarrow w_{kp}^*d_{-p\downarrow}c^\dagger_{-k\downarrow}.
\end{equation}
This is a term of $\Phi_p^\dagger\Psi_k$ type. With its Hermitian conjugate,
\begin{equation}
H_T=\sum_{kp}\Psi_k^\dagger V_{kp}\Phi_p+\text{h.c.},\qquad
V_{kp}=w_{kp}\begin{pmatrix}t_\uparrow&0\\0&-t_\downarrow\end{pmatrix}.
\end{equation}
The minus sign belongs to the hole. The left electrode has
\begin{equation}
H_k=\begin{pmatrix}\xi_k&\Delta_Le^{i\varphi_L}\\ \Delta_Le^{-i\varphi_L}&-\xi_k\end{pmatrix},\qquad E_k^2=\xi_k^2+\Delta_L^2,
\end{equation}
and the right one has the same form with $R$ for $L$. We write $\varphi=\varphi_L-\varphi_R$ and take $e>0$.

\section{Normal conductance}

Let $\nu_L,\nu_R$ be the densities of states per spin, constant near the Fermi level, and let $A=\nu_L\nu_R\langle|w|^2\rangle$ with the average taken over Fermi-level states. At small voltage $V$ a window of width $eV$ contributes, and the golden rule gives
\begin{equation}
I_s=e\,\frac{2\pi}{\hbar}\,t_s^2A\,eV .
\end{equation}
Comparison with $I_s=(e^2/h)T_sV$, using $h=2\pi\hbar$, yields
\begin{equation}
T_s=4\pi^2A\,t_s^2,\qquad G_N=\frac{e^2}{h}(T_\uparrow+T_\downarrow),\qquad
P=\frac{T_\uparrow-T_\downarrow}{T_\uparrow+T_\downarrow}.
\label{eq:P}
\end{equation}
For many channels $T_s$ is the summed transmission. As a test, wave matching across a weak link between two chains gives a transmission of $1.5987\times10^{-3}$. The formula, with the edge density of states found by diagonalization, gives $1.5996\times10^{-3}$.

\section{Phase-dependent free energy}

Apart from phase-independent constants,
\begin{equation}
F=-kT\sum_n\operatorname{Tr}\ln(-i\omega_n+H),\qquad \omega_n=(2n+1)\pi kT,
\end{equation}
with $n$ running over all integers. Let $H=H_0+V$ and $G=(i\omega_n-H_0)^{-1}$. Then $-i\omega_n+H=-G^{-1}(1-GV)$, and expanding the logarithm gives
\begin{equation}
F-F_0=kT\sum_n\left[\operatorname{Tr}GV+\tfrac12\operatorname{Tr}(GV)^2+\dots\right].
\end{equation}
The first trace vanishes because $V$ changes the electrode. In the second, the orders left--right and right--left are equal by cyclicity and cancel the factor $1/2$:
\begin{equation}
F_2=kT\sum_n\sum_{kp}\operatorname{tr}\,[G_kV_{kp}G_pV_{kp}^\dagger].
\end{equation}
Because $H_k^2=E_k^2$,
\begin{equation}
G_k=-\frac{i\omega_n+H_k}{\omega_n^2+E_k^2}.
\end{equation}
The diagonal elements of $G$ give terms in $t_\uparrow^2$ and $t_\downarrow^2$ without a phase. The off-diagonal elements give
\begin{equation}
-\frac{t_\uparrow t_\downarrow|w_{kp}|^2\Delta_L\Delta_R
\left(e^{i\varphi}+e^{-i\varphi}\right)}
{(\omega_n^2+E_k^2)(\omega_n^2+E_p^2)}.
\end{equation}
The two minus signs of the Green functions cancel; the remaining one comes from the hole hopping. Thus $F_2=\text{const}-E_J\cos\varphi$. Each energy integral is
\begin{equation}
\int_{-\infty}^{\infty}\frac{d\xi}{\omega_n^2+\Delta^2+\xi^2}=\frac{\pi}{\sqrt{\omega_n^2+\Delta^2}},
\end{equation}
so that
\begin{equation}
E_J=2\pi^2A\,t_\uparrow t_\downarrow\,kT\sum_n
\frac{\Delta_L\Delta_R}{\sqrt{\omega_n^2+\Delta_L^2}\sqrt{\omega_n^2+\Delta_R^2}} .
\label{eq:EJ}
\end{equation}
A singlet pair contains one electron of each spin, and both must cross. The conductance adds the two squared amplitudes, while the pair coupling multiplies the amplitudes.

\section{The reduction factor}

Take $t_\uparrow t_\downarrow>0$. Equation~\eqref{eq:P} gives $4\pi^2At_\uparrow t_\downarrow=\sqrt{T_\uparrow T_\downarrow}$. With $T_{\uparrow,\downarrow}=\tfrac12(T_\uparrow+T_\downarrow)(1\pm P)$,
\begin{equation}
\sqrt{T_\uparrow T_\downarrow}=\frac{T_\uparrow+T_\downarrow}{2}\sqrt{1-P^2}
=\frac{hG_N}{2e^2}\sqrt{1-P^2}.
\label{eq:root}
\end{equation}
The Matsubara sum in \eqref{eq:EJ} does not contain $t_s$. Hence, at fixed $G_N$, temperature and gaps,
\begin{equation}
\boxed{\frac{I_c(P)}{I_c(0)}=\sqrt{1-P^2}}
\end{equation}
also for unequal gaps. For equal gaps the pole expansion of the hyperbolic tangent gives
\begin{equation}
kT\sum_n\frac{x}{x^2+\omega_n^2}=\frac12\tanh\frac{x}{2kT}.
\label{eq:tanh}
\end{equation}
Setting $x=\Delta$ and multiplying by $\Delta$ turns the sum in \eqref{eq:EJ} into $(\Delta/2)\tanh(\Delta/2kT)$. Therefore
\begin{equation}
E_J=\frac{\Delta}{4}\sqrt{T_\uparrow T_\downarrow}\,\tanh\frac{\Delta}{2kT}.
\label{eq:EJ2}
\end{equation}
The current is $I=(2e/\hbar)\,\partial F/\partial\varphi=I_c\sin\varphi$ with $I_c=2eE_J/\hbar$. Inserting \eqref{eq:root} and $h=2\pi\hbar$,
\begin{equation}
I_c=\frac{2e}{\hbar}\,\frac{\Delta}{4}\,\frac{2\pi\hbar G_N}{2e^2}\sqrt{1-P^2}\tanh\frac{\Delta}{2kT}
=\frac{\pi\Delta}{2e}\,G_N\sqrt{1-P^2}\,\tanh\frac{\Delta}{2kT}.
\label{eq:Ic}
\end{equation}

At $P=0$ this is the Ambegaokar--Baratoff formula. For small $P$ the factor is approximately $1-P^2/2$; for $P\to1$ it approaches $\sqrt{2(1-P)}$, which vanishes because one member of the pair cannot cross. A different comparison holds the majority transmission $T_\uparrow$ fixed and lowers $T_\downarrow$ from $T_\uparrow$. Then $I_c$ is multiplied by
\begin{equation}
\frac{\sqrt{T_\uparrow T_\downarrow}}{T_\uparrow}=\sqrt{\frac{1-P}{1+P}},
\end{equation}
a stronger reduction, since $G_N$ falls as well. If $t_\uparrow t_\downarrow<0$, $E_J$ changes sign: the ground state moves to $\varphi=\pi$ and $|I_c|$ is unchanged.

The factor $\sqrt{1-P^2}$ and the sign reversal were tested by diagonalizing two contacted superconductors with discretized levels at $kT=0.4\Delta$. At $P=0.9$ the Josephson energy relative to $P=0$ is $0.4359$, equal to $\sqrt{1-P^2}$ to the digits given. At $P=0.8$ the ratio is $0.6000$ for gaps of $1$ and $0.4$, and $-0.6000$ for equal gaps with one hopping sign reversed. The absolute energy at $P=0$ agrees with \eqref{eq:EJ2} within $0.2\%$ of the formula.

\section{Channels with different polarizations}

Suppose channel $j$ has transmissions $T_{j\uparrow}$ and $T_{j\downarrow}$, with amplitude products of one sign. The pair couplings add, and the Cauchy--Schwarz inequality gives
\begin{equation}
\sum_j\sqrt{T_{j\uparrow}T_{j\downarrow}}\le
\sqrt{\sum_jT_{j\uparrow}\sum_jT_{j\downarrow}} .
\end{equation}
The right side is \eqref{eq:root} with the total $P$. For equal reflection phases, the factor $\sqrt{1-P^2}$ is then an upper bound, reached when $T_{j\uparrow}/T_{j\downarrow}$ is the same in all channels.

\section{Spin-dependent reflection phases}

A magnetic barrier can also give the two spins different reflection phases. The hopping model above omits this. Consider one channel, a left--right symmetric barrier much thinner than the coherence length, equal gaps, and scattering amplitudes constant on the scale of $\Delta$. Unitarity permits
\begin{equation}
r_s=\sqrt{1-T_s}\,e^{i\chi_s},\qquad t_s^{\rm sc}=i\sqrt{T_s}\,e^{i\chi_s},
\end{equation}
with the same sign of $i$ for both spins. Define the mixing angle $\theta=\chi_\uparrow-\chi_\downarrow$.

A closed path scatters an electron with $S_\uparrow$, turns it into a hole, scatters the hole with $S_\downarrow^*$, and turns it back. Below the gap each conversion has amplitude $a=E/\Delta-i\sqrt{1-E^2/\Delta^2}$, apart from the superconducting phase. At $E=i\omega_n$ with $\omega_n>0$, $a^2=-\alpha_n^2$, where $\alpha_n=\sqrt{1+\omega_n^2/\Delta^2}-\omega_n/\Delta$. Summing repeated loops gives a logarithm, and negative frequencies give the complex conjugate:
\begin{equation}
F=-2kT\sum_{n\ge0}\operatorname{Re}\ln\det\left(1+\alpha_n^2M\right),\qquad
M=S_\uparrow RS_\downarrow^*R^\dagger,
\end{equation}
with $R=\mathrm{diag}(1,e^{i\varphi})$; the sign convention for $\varphi$ does not affect this even function. Multiplying the matrices,
\begin{align}
\operatorname{tr}M&=2e^{i\theta}\left[\sqrt{(1-T_\uparrow)(1-T_\downarrow)}+\sqrt{T_\uparrow T_\downarrow}\cos\varphi\right],\\
\det M&=e^{2i\theta}.
\end{align}
Put $z_n=\alpha_n^2e^{i\theta}$. For weak transmission the determinant is $(1+z_n)^2$ plus the small phase-dependent term $2z_n\sqrt{T_\uparrow T_\downarrow}\cos\varphi$. Expanding the logarithm,
\begin{equation}
E_J(\theta)=4kT\sqrt{T_\uparrow T_\downarrow}\sum_{n\ge0}\operatorname{Re}\frac{z_n}{(1+z_n)^2}.
\label{eq:mix}
\end{equation}
At $\theta=0$, $z_n/(1+z_n)^2=\Delta^2/[4(\Delta^2+\omega_n^2)]$, and \eqref{eq:tanh} returns \eqref{eq:EJ2}. When $kT\gg\Delta$, all $\alpha_n$ are small, $z_n/(1+z_n)^2\approx z_n$, and the coupling is multiplied by $\cos\theta$. At $\theta=\pi$, while the transmission is small enough for the expansion to hold, \eqref{eq:mix} gives $-x/\tanh x$ times the unmixed coupling, with $x=\Delta/2kT$. The sign is reversed and the magnitude is larger than without mixing, so $\sqrt{1-P^2}$ is no longer an upper bound.

Mixing can therefore be large even when transmission is small. For $\theta=1.166$ rad and $kT=0.4\Delta$, diagonalization with a local exchange potential gives $0.592$ times the unmixed energy at the same transmissions. It agrees with the determinant within about $0.01\%$.

\section{Worked example: Pb electrodes at 4.2 K}

The electrodes are free-electron metals with rough Pb values: Fermi energy $9.5$ eV and gap $1.2$ meV at $4.2$ K. The model barrier is $1.5$ nm thick, with heights $0.55$ eV for spin up and $0.85$ eV for spin down above the Fermi level. The junction is a square of side $10\ \mu$m.

Wave matching summed over transverse momenta gives $P=0.807$, so
\begin{equation}
\sqrt{1-P^2}=\sqrt{1-0.8066^2}=0.591.
\end{equation}
At normal incidence the transmissions are $9.28\times10^{-6}$ and $8.46\times10^{-7}$. Their polarization is $0.833$, which would give a factor of $0.553$, about $6\%$ below $0.591$. The conductance-weighted $P$ is the one required.

With $kT=0.3619$ meV, \eqref{eq:Ic} gives
\begin{equation}
I_cR_N=\frac{\pi}{2}(1.2\ \text{mV})\tanh\!\left(\frac{1.2}{2\times0.3619}\right)\times0.591
=1.753\ \text{mV}\times0.591=1.036\ \text{mV}.
\end{equation}
The full channel sum gives $1.031$ mV. Unequal channel polarizations contribute a multiplier $0.997$, and spin mixing, with an angle of $0.109$ rad at normal incidence, contributes $0.998$. The normal resistance is $96.3\ \Omega$, hence
\begin{equation}
I_c=\frac{1.031\ \text{mV}}{96.3\ \Omega}=10.7\ \mu\text{A},
\end{equation}
or $10.7\ \text{A/cm}^2$. An unfiltered junction of the same resistance would carry $1.753\ \text{mV}/96.3\ \Omega=18.2\ \mu$A. The remaining values are in the numerical output.

\section{Comparison with real junctions}

The $0.3$ eV difference in barrier height has the rough size of the conduction-band exchange splitting in europium chalcogenides. The barrier heights are model choices, and $R_N$ depends on them exponentially. Pb also departs from weak-coupling theory. An Einstein-phonon Eliashberg model with rough Pb parameters multiplies $I_cR_N$ by about $0.78$, relative to the BCS formula evaluated at that model's own gap. That gap is about $1.56$ meV, well above the $1.2$ meV used here, so the multiplier indicates a size and is not a calibrated correction. These values are stable for frequency cutoffs of 40 and 80 phonon energies, with the Coulomb parameter rescaled to match. A cutoff of ten phonon energies with a cubic extrapolation to real energies, as in the numerical output, is not converged and gives $1.62$ meV and $0.77$. The reduction factor is unaffected at this order, because a frequency-dependent gap common to both spins changes the Matsubara sum and leaves $t_\uparrow t_\downarrow$ in front.

Real devices can break the assumption of no exchange splitting: a thin superconductor touching a ferromagnetic insulator can acquire a spin splitting. Let both electrodes have the same exchange energy $b<\Delta$, parallel to the barrier axis. Then $\omega_n\to\omega_n+ib$, and
\begin{equation}
\frac{\Delta^2}{\Delta^2+(\omega_n+ib)^2}
=\frac{\Delta}{2}\left[\frac1{\Delta+b-i\omega_n}+\frac1{\Delta-b+i\omega_n}\right].
\end{equation}
Summing symmetrically with \eqref{eq:tanh} replaces $\tanh(\Delta/2kT)$ by the mean of $\tanh[(\Delta\pm b)/2kT]$. For $b=kT=0.36$ meV and a fixed gap of $1.2$ meV, this lowers $I_c$ by about $3.5\%$. Any accompanying reduction of the gap would come in addition.

The largest correction here is magnetic flux. For a rough $\mu_0M=1.5$ T, uniform and in the junction plane, the barrier flux is
\begin{equation}
\frac{\mu_0M\,d\,L}{h/2e}=10.9,
\end{equation}
where $d$ is the barrier thickness and $L$ the side. The phase then winds along the junction, and averaging $\sin\varphi$ over a uniform winding multiplies the critical current without applied field by $|\sin(\pi f)/(\pi f)|$, with $f$ the flux ratio. The numbers used give $0.011$, but this depends on the fractional part of $f$, which a rough $M$ does not fix. What can be relied on is the bound $1/(\pi f)\approx0.03$. The $10.7\ \mu$A is thus the fluctuation-free critical current when an applied field cancels this flux. A measured switching current lies below it: for a barrier dielectric constant of about 10 the junction is underdamped, and thermal escape at $4.2$ K gives roughly $0.7$ to $0.9$ of this value for current ramps lasting between $1$ s and $1\ \mu$s. With a rough London depth $\lambda=40$ nm and thick electrodes, that field is
\begin{equation}
\frac{\mu_0M\,d}{2\lambda+d}=\frac{1.5\ \text{T}\times1.5\ \text{nm}}{81.5\ \text{nm}}\approx28\ \text{mT},
\end{equation}
directed against the magnetization. The barrier must keep its magnetization in this field, and the electrodes must stay superconducting.

Shrinking the junction lowers the flux as $L$, but lowers $E_J$ as $L^2$. At $10\ \mu$m, $E_J/kT=61$. At $L=10\ \mu\text{m}/10.9=0.92\ \mu$m the barrier still holds one flux quantum, while $E_J/kT$ has fallen to about $0.5$. For this barrier at $4.2$ K, shrinking a square junction does not give both small flux and weak thermal phase fluctuations. A strip does better, because the flux depends only on the width across the magnetization: with a width of $0.18\ \mu$m and a length of $100\ \mu$m along the magnetization, the flux ratio is $0.2$ and $E_J/kT$ is about $11$. Fluctuations are still strong at that value: the largest supercurrent is about $0.7\,I_c$ if the junction is overdamped, and an underdamped one switches near $0.3\,I_c$ in a $1$ ms ramp. A measured zero-field current far below $\sqrt{1-P^2}$ times the unfiltered value therefore does not by itself determine $P$: the field dependence must first show that the maximum has been reached. Even the maximum gives $P$ only if thermal switching, spin mixing and the other corrections are known. At the temperature and gap used here, \eqref{eq:mix} gives the same factor $0.591$ for an unpolarized barrier with a mixing angle of about $1.28$ rad.

\section*{Numbers as computed}
\begin{verbatim}
TESTS (left gap = 1, kT = 0.4)
E_J at P=0, diagonalized: 2.11663e-05
E_J at P=0, formula: 2.12071e-05
P=0.30: diagonalized 0.9539, sqrt(1-P^2) 0.9539
P=0.60: diagonalized 0.8000, sqrt(1-P^2) 0.8000
P=0.90: diagonalized 0.4359, sqrt(1-P^2) 0.4359
P=0.99: diagonalized 0.1411, sqrt(1-P^2) 0.1411
Gaps 1 and 0.4, P=0.8: ratio 0.6000
Reversed hopping sign, P=0.8: ratio -0.6000
Chain transmission: 1.59872e-03, formula 1.59964e-03
Spin mixing 1.166 rad: E_J multiplier 0.5917
  diagonalized/determinant: 1.00012
EXAMPLE INPUTS (Pb values rough)
Fermi energy: 9.5 eV; gap: 1.20 meV
Temperature: 4.2 K; kT: 0.3619 meV
Barrier heights up, down: 0.55, 0.85 eV
Barrier thickness: 1.5 nm; junction side: 10 um
EXAMPLE RESULTS
Normal incidence T_up: 9.282e-06
Normal incidence T_dn: 8.461e-07
Conductance polarization P: 0.8066
Reduction factor sqrt(1-P^2): 0.5911
Resistance-area product: 9.6274e+03 ohm um^2
Normal resistance: 96.27 ohm
I_c R_N unfiltered: 1.7529 mV
I_c R_N filtered, formula: 1.0361 mV
I_c R_N filtered, all channels: 1.0313 mV
Critical current density: 10.712 A/cm2
Critical current: 10.712 uA
NEGLECTED EFFECTS
Unequal channel P: multiplier 0.99745
Spin-mixing angle, normal incidence: 0.1090 rad
Spin mixing: multiplier 0.99786
Pb phonon model: coupling 1.5, phonon 5.4 meV
  Coulomb parameter 0.1, gap found 1.624 meV
Strong coupling: I_c R_N multiplier 0.768
Weak-coupling control: multiplier 0.978
Josephson energy / kT: 60.79
Barrier mu0*M: 1.5 T; London depth: 40 nm
Barrier flux / flux quantum: 10.88
Zero-field current multiplier: 0.0107
Compensating field: 27.6 mT
Zeeman energy in that field: 0.00160 meV
Josephson penetration depth: 173 um
\end{verbatim}
